# Defocus-Invariant Two-Beam Imaging with a Tuned Point Dipole

## Two waves at equal and opposite angles

Let two plane waves of equal amplitude, mutually coherent, travel towards positive $z$ at angles $+\theta$ and $-\theta$ to the $z$ axis. With $k=2\pi/\lambda$ and time factor $e^{-i\omega t}$, their sum is

$$
U=e^{ik(x\sin\theta+z\cos\theta)}+e^{ik(-x\sin\theta+z\cos\theta)}
=2e^{ikz\cos\theta}\cos(kx\sin\theta). \tag{1}
$$

The coordinate $z$ appears only in a phase factor common to both waves. It disappears from the intensity,

$$
|U|^2=4\cos^2(kx\sin\theta)=2\left[1+\cos(2kx\sin\theta)\right]. \tag{2}
$$

The fringes have period $p$ when $2k\sin\theta=2\pi/p$, which gives

$$
\sin\theta=\frac{\lambda}{2p}. \tag{3}
$$

An observation plane can therefore be moved along $z$ without changing the pattern. Tilted illumination of a grating can produce this arrangement, with the undiffracted order as one wave and a first diffracted order as the other. It remains to find what happens at other tilts, when two opposite source points are used, and when more orders pass through the lens.

## Orders of a tilted grating image

Consider lines parallel to $y$ with pitch $p$. The mask is thin: its transmission is a fixed function that multiplies the incident field, whatever the angle of incidence. The transmission is real and even in $x$, so

$$
T(x)=\sum_m a_m e^{2\pi imx/p},\qquad a_{-m}=a_m . \tag{4}
$$

For equal lines and spaces, with the clear space centred at $x=0$,

$$
a_m=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi mx}{p}\,dx
=\frac{\sin(\pi m/2)}{\pi m},\qquad a_0=\frac12,\quad a_{\pm1}=\frac1\pi . \tag{5}
$$

The value of $a_0$ is the limit $m\to0$. The second orders vanish.

All lengths and angles are referred to the wafer side. For a lens that reduces by a factor $R$ and obeys the sine condition, the mask pitch is $Rp$ and the sine on the mask side is smaller by $R$. Equation (3) then has the same form on either side, provided that pitch and angle are taken on the same side.

A source point with direction sine $s$ along $x$ multiplies $T$ by $e^{iksx}$. Define $g=\lambda/p$, so that $2\pi/p=kg$. Order $m$ then varies as $e^{ik(s+mg)x}$ and has direction sine $s+mg$. The lens transmits it if $|s+mg|\le \mathrm{NA}$, where the numerical aperture is below one because the image is formed in air.

Each order must satisfy the Helmholtz equation $(\nabla^2+k^2)U=0$. Inserting $e^{ik(s_mx+\gamma_mz)}$ gives $s_m^2+\gamma_m^2=1$, so for forward propagation

$$
\gamma(s)=\sqrt{1-s^2}. \tag{6}
$$

With $z=0$ at best focus and no aberrations, the scalar image field is

$$
U(x,z)=\sum_{\text{captured }m}a_m
e^{ik[(s+mg)x+\gamma(s+mg)z]} . \tag{7}
$$

For waves in the $xz$ plane, the scalar sum describes an electric field along the lines, since all the field vectors are then parallel.

## One tilted pole: a shift without contrast loss

Suppose that orders $0$ and $-1$ alone are captured from a pole at $+s$. Both amplitudes are taken as positive. Equation (7) becomes

$$
U_+=a_0e^{ik[sx+\gamma(s)z]}
+a_1e^{ik[(s-g)x+\gamma(s-g)z]} . \tag{8}
$$

In $|U_+|^2$ the squared terms give $a_0^2+a_1^2$, and the cross terms give twice the product of the amplitudes times the cosine of the phase difference. The $x$ part of that difference is $k[s-(s-g)]x=kgx=2\pi x/p$. Hence

$$
I_+=a_0^2+a_1^2+2a_0a_1\cos\left(\frac{2\pi x}{p}+\Phi\right), \tag{9}
$$

$$
\Phi=kz[\gamma(s)-\gamma(s-g)] . \tag{10}
$$

The contrast $C=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$ follows from setting the cosine to $\pm1$:

$$
C_0=\frac{2a_0a_1}{a_0^2+a_1^2}. \tag{11}
$$

It contains neither $z$ nor $s$. The absence of $s$ rests on (7), which gives every captured order the amplitude $a_m$ whatever its angle. A real reduction lens weights each order by a factor that depends on its distance from the pupil centre; the contrast then varies somewhat with $s$, but still not with $z$. A single point pole therefore loses no contrast through defocus at any tilt for which these two orders alone are captured. What changes is the position of the fringes.

To find the displacement, multiply and divide the bracket in (10) by the sum of the two square roots:

$$
\gamma(s)-\gamma(s-g)
=\frac{(s-g)^2-s^2}{\gamma(s)+\gamma(s-g)}
=-\frac{g(2s-g)}{\gamma(s)+\gamma(s-g)} . \tag{12}
$$

A maximum of (9) lies where $2\pi x/p+\Phi=0$. Since $kg=2\pi/p$, its displacement is

$$
\Delta x=-\frac{p\Phi}{2\pi}
=z\,\frac{s+(s-g)}{\gamma(s)+\gamma(s-g)} . \tag{13}
$$

The numerator and denominator are proportional to the $x$ and $z$ components of the sum of the two wavevectors. The fringes thus run along the bisector of the two beams. They run parallel to the optical axis when the beams lie symmetrically about it.

## Two poles: how the loss arises

Now add an equal pole at $-s$, incoherent with the first. It sends orders $0$ and $+1$ through the lens, at $-s$ and $-s+g$. These directions are the mirror images of those in (8), and $\gamma$ is even. Its intensity follows from (9) by replacing $x$ with $-x$:

$$
I_-=a_0^2+a_1^2+2a_0a_1\cos\left(\frac{2\pi x}{p}-\Phi\right). \tag{14}
$$

Mutual incoherence means that intensities, not fields, are added. With half the source power in each pole, and with $\cos(q+\Phi)+\cos(q-\Phi)=2\cos q\cos\Phi$, the image is

$$
I=\frac{I_++I_-}{2}
=a_0^2+a_1^2+2a_0a_1\cos\Phi\cos\frac{2\pi x}{p}. \tag{15}
$$

To compare this with images that contain harmonics, write an even image as $I=I_0+2I_1\cos(2\pi x/p)+\cdots$ and define the signed modulation at the pitch as $M=2I_1/I_0$. From (15),

$$
M(z)=C_0\cos\Phi . \tag{16}
$$

For this two-beam image $C=|M|$. A negative $M$ means that bright and dark lines have changed places. The loss comes from adding two patterns, each still of contrast $C_0$, that defocus has moved in opposite directions.

By (10), $\Phi$ is proportional to $z$. If its coefficient is nonzero, $\cos\Phi$ varies with $z$. Modulation independent of $z$ thus requires the coefficient to vanish, and (12) with $g>0$ then gives $2s=g$. Conversely, $s=g/2$ makes $\Phi=0$ at every $z$. Within the two-beam regime the condition is therefore both necessary and sufficient:

$$
s=\sin\theta=\frac{g}{2}=\frac{\lambda}{2p}. \tag{17}
$$

The orders then sit at $+g/2$ and $-g/2$ in the pupil. Any pupil factor that depends only on distance from the pupil centre is the same for both and cancels from $M$, as the defocus phase does.

The tilt does not make the contrast equal to one. Equation (11) gives $C_0=1$ only if $a_0=a_1$, because $a_0^2+a_1^2-2a_0a_1=(a_0-a_1)^2$. Nor does it remove polarization effects. If the electric field lies in the $xz$ plane, the unit field vectors of the tuned orders are $(\cos\theta,-\sin\theta)$ and $(\cos\theta,\sin\theta)$ in their $(x,z)$ components. Their scalar product is $\cos2\theta$, which multiplies the interference term in the electric intensity. The modulation becomes $C_0\cos2\theta$. It falls as the tilt grows, vanishes at $\theta=45^\circ$, which (17) reaches at $p=\lambda/\sqrt2$, and is reversed at smaller pitches. It still has no dependence on $z$.

## Which pitches give two beams

For a point pole in the $xz$ plane at the tuned tilt, the order positions are $g/2$ and $-g/2$, followed by $3g/2$ and $-3g/2$. Capturing the first pair requires $g/2\le\mathrm{NA}$; excluding the next pair requires $3g/2>\mathrm{NA}$. With $g=\lambda/p$, these conditions become

$$
\frac{\lambda}{2\mathrm{NA}}\le p<\frac{3\lambda}{2\mathrm{NA}} . \tag{18}
$$

The upper limit matters because further orders have a different $\gamma$. For equal lines and spaces, let $3g/2\le\mathrm{NA}<5g/2$. The pole at $+g/2$ then contributes order $0$ at $g/2$, order $-1$ at $-g/2$ and order $+1$ at $3g/2$. Order $-2$ also falls inside the pupil, but its amplitude is zero. Put $q=2\pi x/p$ and

$$
\Psi'=kz[\gamma(g/2)-\gamma(3g/2)] . \tag{19}
$$

After removal of the phase of order $0$, the field is

$$
a_0+a_1e^{-iq}+a_1e^{i(q-\Psi')} . \tag{20}
$$

Squaring its modulus gives three squared terms and three cross terms:

$$
I_+=a_0^2+2a_1^2+2a_0a_1[\cos q+\cos(q-\Psi')]
+2a_1^2\cos(2q-\Psi') . \tag{21}
$$

The opposite pole gives the same expression with $q\to-q$. In the average, $\cos(q-\Psi')$ becomes $\cos q\cos\Psi'$, so

$$
M=\frac{2a_0a_1(1+\cos\Psi')}{a_0^2+2a_1^2}. \tag{22}
$$

The symmetric pair still contributes a constant term, but the third beam brings back a term that varies with focus. At $\Psi'=\pi$ the two cancel and the modulation at the pitch vanishes.

## Comparison with on-axis light

For a point source at $s=0$ and $g\le\mathrm{NA}<2g$, orders $0$ and $\pm1$ are captured. With the phase of the zero order removed, the field is

$$
U=a_0+2a_1e^{-i\Psi}\cos q,\qquad
\Psi=kz[1-\gamma(g)] . \tag{23}
$$

Using $4\cos^2q=2+2\cos2q$,

$$
I=a_0^2+2a_1^2+4a_0a_1\cos\Psi\cos q+2a_1^2\cos2q, \tag{24}
$$

$$
M=\frac{4a_0a_1\cos\Psi}{a_0^2+2a_1^2}. \tag{25}
$$

The first zero for $z>0$ is at $\Psi=\pi/2$, or

$$
z_0=\frac{\lambda}{4[1-\gamma(g)]}. \tag{26}
$$

There the first harmonic has vanished, while the $\cos2q$ term remains. The image has lines at half the intended pitch, so its ordinary contrast is not zero.

## A worked example

Take $\lambda=200$ nm, $\mathrm{NA}=0.90$ and $p=250$ nm, with equal lines and spaces. These are round model parameters. Then $g=200/250=0.8$, and (17) gives

$$
\sin\theta=0.4,\qquad \theta=23.58^\circ . \tag{27}
$$

The two-beam range (18) runs from 111.1 nm to 333.3 nm and contains the chosen pitch. On-axis imaging needs $g\le\mathrm{NA}$, hence $p\ge\lambda/\mathrm{NA}=222.2$ nm. The smallest pitch of the tuned dipole is half this value.

With $a_0=0.5000$ and $a_1=0.3183$, equation (11) gives $C_0=0.906$. The table compares this dipole with on-axis light and with a mistuned dipole at $s=0.50$.

| $z$ (nm) | $M$, on axis | $M$, $s=0.40$ | $M$, $s=0.50$ |
|---:|---:|---:|---:|
| 0 | 1.406 | 0.906 | 0.906 |
| 60 | 1.025 | 0.906 | 0.894 |
| 125 | 0.000 | 0.906 | 0.853 |
| 200 | −1.138 | 0.906 | 0.771 |
| 300 | −1.138 | 0.906 | 0.612 |

In focus the on-axis image has the larger modulation. A value above one is possible because $M$ measures one harmonic, and the second harmonic in (24) keeps the intensity nonnegative. The tuned dipole thus gives up modulation at best focus and gains independence of $z$.

The on-axis zero at 125 nm agrees with (26), since $\gamma(0.8)=0.6$ and $200/(4\times0.4)=125$. The equal entries at 200 and 300 nm also follow from (25). Here $\Psi=2\pi z/(500\ \text{nm})$, so these positions lie equally far on either side of $\Psi=\pi$, where the reversed modulation is strongest.

For the mistuned dipole at $z=300$ nm, the orders have $\gamma(0.50)=0.86603$ and $\gamma(-0.30)=0.95394$. Equation (10) gives

$$
\Phi=\frac{2\pi\times300}{200}(0.86603-0.95394)\approx-0.829\ \text{rad}. \tag{28}
$$

Thus $\cos\Phi=0.676$ and $M=0.906\times0.676=0.612$. One of these poles alone keeps its contrast of 0.906, but its fringes move by $250\times0.829/(2\pi)\approx33$ nm. The opposite pole moves its fringes by the same distance the other way.

The scalar formulas for the modulation were tested against images built by direct summation of plane waves. For the tuned dipole, the intensity at the sampled positions changed by less than $10^{-11}$, in units of the clear-field intensity, over sampled defocus values up to 1000 nm on either side of focus. A search for the tilt at which a single pole shows no fringe shift at 300 nm returned $s=0.4000$.

At $p=500$ nm the tuned sine is 0.200, but the pitch lies above the limit in (18). The modulation falls from 1.406 in focus to 0.616 at $z=300$ nm, or to 44% of its focused value. The third beam in (20) causes this loss although the first pair is still symmetric.

## Poles of finite size

A real pole contains many incoherent source points. Displacing a point along the lines by a direction sine $t$ changes the longitudinal factor of both tuned orders to

$$
\sqrt{1-g^2/4-t^2}. \tag{29}
$$

The two factors remain equal, so $\Phi=0$ still holds, provided that the same two orders are captured. The condition for this is now $g^2/4+t^2\le\mathrm{NA}^2<9g^2/4+t^2$, which is (18) with $\mathrm{NA}$ replaced by $\sqrt{\mathrm{NA}^2-t^2}$, so the two-beam range moves to larger pitches as $t$ grows. The pole may thus be extended along the lines without loss from defocus in this scalar model. The numerical test at $t=0.50$ confirms this.

Displacement across the lines is different. Put $s=g/2+u$ in (12). Then $2s-g=2u$, and because $\gamma$ is even,

$$
\Phi=-\frac{4\pi zu}{p[\gamma(g/2+u)+\gamma(g/2-u)]}
\approx-\frac{2\pi zu}{p\gamma(g/2)} . \tag{30}
$$

The odd terms in $u$ cancel in the denominator, so the relative error of the approximate phase is of order $u^2$.

Let each pole be a uniform line source covering $-\delta\le u\le\delta$, with two orders captured from every point. The mean intensity is the same for all points, so the modulation is $C_0$ times the average of $\cos\Phi$:

$$
\frac{M}{C_0}\approx\frac1{2\delta}\int_{-\delta}^{\delta}
\cos\left(\frac{Au}{\delta}\right)du
=\frac{\sin A}{A},\qquad
A=\frac{2\pi z\delta}{p\gamma(g/2)} . \tag{31}
$$

For small $A$ this is $1-A^2/6$: the fractional loss grows as the square of both defocus and pole width. The invariance at every $z$ is recovered as $\delta\to0$.

In the example, $\gamma(0.4)=0.9165$. For $\delta=0.10$ and $z=300$ nm,

$$
A=\frac{2\pi\times300\times0.10}{250\times0.9165}\approx0.823,
\qquad \frac{\sin A}{A}\approx0.891 . \tag{32}
$$

Summation over the source gives 0.890, so the modulation is about $0.906\times0.890=0.806$. Halving the pole width raises the factor to 0.972.

The error of (31) should scale as $\delta^4$ at fixed $z$: the phase is of order $u$, its correction is of order $u^3$, and the change in the cosine is of the order of their product. Halving $\delta$ should then reduce the error by a factor near 16. The numerical output gives 15.17, consistent with this leading-order estimate at finite width.

## Values computed for the example and the checks

```
wavelength: 200 nm
numerical aperture: 0.90
pitch: 250 nm
order spacing g: 0.800
order amplitudes a0, a1: 0.5000, 0.3183
tuned sin(theta), from formula: 0.4000
tuned sin(theta), found from images: 0.4000
tuned angle: 23.58 degrees
gamma of both tuned orders: 0.9165
tuned dipole contrast: 0.9060
largest image change, |z| up to 1000 nm: below 1e-11: True
signed modulation: on-axis, tuned dipole, dipole at s = 0.50
  z =   0 nm: 1.4065, 0.9060, 0.9060
  z =  60 nm: 1.0253, 0.9060, 0.8936
  z = 125 nm: 0.0000, 0.9060, 0.8526
  z = 200 nm: -1.1378, 0.9060, 0.7713
  z = 300 nm: -1.1378, 0.9060, 0.6124
on-axis first zero of modulation: z = 125.0 nm
gamma at s = 0.50 and s-g = -0.30: 0.8660, 0.9539
Phi at s = 0.50, z = 300 nm: -0.8286 rad
cos(Phi) there: 0.6759
fringe shift of that single pole: 32.97 nm
contrast of that single pole: 0.9060
smallest pitch, tuned dipole: 111.1 nm
upper pitch limit for two orders: 333.3 nm
smallest pitch, on-axis: 222.2 nm
large pitch: 500 nm, tuned sin(theta): 0.200
  its modulation at z = 0 nm: 1.4065
  its modulation at z = 300 nm: 0.6164
displacement along lines, invariance tested: t = 0.50
pole half-width 0.10, z = 300 nm: factor from source sum 0.8901, from sin(A)/A 0.8910
pole half-width 0.05, z = 300 nm: factor from source sum 0.9720, from sin(A)/A 0.9720
error ratio on halving the pole width: 15.17
```
